# Fourier transform of the short-range Coulomb kernel in hybrid functionals

## The transform and its value at zero wavevector

### A first case: the kernel integrated over all space

Screened hybrid functionals evaluate part of the exchange energy with a Coulomb interaction that is cut off smoothly at large distance. In Hartree atomic units this interaction is

\[
v(r)=\frac{\operatorname{erfc}(wr)}{r},\qquad
\operatorname{erfc}(x)=\frac{2}{\sqrt\pi}\int_x^\infty e^{-t^2}\,dt ,
\tag{1}
\]

where \(r\) is the distance between two points in three dimensions and \(w>0\) is the screening parameter, an inverse length. Since \(\operatorname{erfc}(0)=1\), two close charges interact as \(1/r\). Beyond a distance of order \(1/w\) the interaction dies away.

The simplest question about the Fourier transform of \(v\) concerns zero wavevector. There the phase factor equals one, and the transform is the volume integral of the kernel. Call it \(F(0)\). The volume element is \(4\pi r^2dr\), and one power of \(r\) cancels against the denominator of (1):

\[
F(0)=4\pi\int_0^\infty r\,\operatorname{erfc}(wr)\,dr .
\tag{2}
\]

Integrate by parts, integrating \(r\) to \(r^2/2\) and differentiating the other factor. From the definition in (1),

\[
\frac{d}{dr}\operatorname{erfc}(wr)=-\frac{2w}{\sqrt\pi}\,e^{-w^2r^2}.
\tag{3}
\]

The boundary term \(\tfrac12r^2\operatorname{erfc}(wr)\) vanishes at \(r=0\). For its behaviour at infinity, note that \(t/x\ge1\) in the integral that defines \(\operatorname{erfc}(x)\). Inserting this factor can only increase the integral, so

\[
\operatorname{erfc}(x)\le\frac{2}{\sqrt\pi}\int_x^\infty\frac{t}{x}\,e^{-t^2}dt
=\frac{e^{-x^2}}{x\sqrt\pi},\qquad x>0 .
\tag{4}
\]

The boundary term therefore vanishes at infinity too. The two minus signs, one from (3) and one from the integration by parts, combine to a plus:

\[
\int_0^\infty r\,\operatorname{erfc}(wr)\,dr
=\frac{w}{\sqrt\pi}\int_0^\infty r^2e^{-w^2r^2}dr .
\tag{5}
\]

The remaining integral follows from \(\int_0^\infty e^{-w^2r^2}dr=\sqrt\pi/(2w)\). Write \(r^2e^{-w^2r^2}\) as \(r\) times \(re^{-w^2r^2}\), and integrate the second factor to \(-e^{-w^2r^2}/(2w^2)\). The boundary term is zero, and

\[
\int_0^\infty r^2e^{-w^2r^2}dr
=\frac{1}{2w^2}\int_0^\infty e^{-w^2r^2}dr=\frac{\sqrt\pi}{4w^3}.
\tag{6}
\]

Equation (5) then equals \(1/(4w^2)\), and (2) becomes

\[
F(0)=\frac{\pi}{w^2}.
\tag{7}
\]

The power of \(w\) could have been foreseen. The substitution \(x=wr\) in (2) takes out a factor \(1/w^2\) and leaves a pure number. For the bare interaction \(1/r\), the integral over a sphere of radius \(R\) is \(2\pi R^2\), which grows without limit. Screening in effect replaces \(R\) by a length of order \(1/w\).

The HSE06 functional uses \(w=0.11\) bohr\(^{-1}\), so that \(1/w=9.09\) bohr. Its kernel has

\[
F(0)=\frac{\pi}{0.11^2}=259.636\ \text{hartree bohr}^3,
\]

or 1046.9 eV Å\(^3\). The unit is an energy times a volume because a potential energy has been integrated over space.

### The transform at finite wavevector

For a general wavevector \(\mathbf q\) of length \(q\), the convention is

\[
F(q)=\int d^3r\;e^{-i\mathbf q\cdot\mathbf r}\,v(r),\qquad
v(r)=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}F(q).
\tag{8}
\]

All factors of \(2\pi\) sit in the inverse transform. A convention that shares them between the two directions would change the number in (7).

The first integral in (8) converges absolutely, because \(v\) is positive and its volume integral is the finite number (7). This also makes \(F\) continuous. For any shift \(\mathbf k\) of the wavevector,

\[
|F(\mathbf q+\mathbf k)-F(\mathbf q)|
\le\int d^3r\,v(r)\,\bigl|e^{-i\mathbf k\cdot\mathbf r}-1\bigr| .
\tag{9}
\]

The integrand tends to zero at each point as \(\mathbf k\to0\), and it never exceeds the integrable function \(2v\). By dominated convergence the right-hand side tends to zero. The value at \(q=0\) is thus the limit of the values at small \(q\). It is fixed by the kernel. How much weight a discrete sum over wavevectors should give this one point is a separate question when the mesh is coarse on the scale of \(w\).

To find \(F(q)\) for \(q>0\), take the polar axis along \(\mathbf q\) and let \(u\) be the cosine of the polar angle. The azimuth gives \(2\pi\), and

\[
\int_{-1}^{1}e^{-iqru}\,du=\frac{2\sin(qr)}{qr}.
\tag{10}
\]

The factor \(r^2\) of the volume element cancels the \(1/r\) of the kernel and the \(1/r\) of (10):

\[
F(q)=\frac{4\pi}{q}\int_0^\infty\sin(qr)\operatorname{erfc}(wr)\,dr .
\tag{11}
\]

Integrate by parts again, now integrating \(\sin(qr)\) to \(-\cos(qr)/q\). The boundary term is zero at infinity by (4). At the lower limit its value is \(-1/q\), which is subtracted and so contributes \(+1/q\). The other term is \(+\frac1q\int\cos(qr)\,\frac{d}{dr}\operatorname{erfc}(wr)\,dr\), and (3) makes it negative:

\[
\int_0^\infty\sin(qr)\operatorname{erfc}(wr)\,dr
=\frac1q-\frac{2w}{q\sqrt\pi}\,C(q),\qquad
C(q)=\int_0^\infty\cos(qr)\,e^{-w^2r^2}dr .
\tag{12}
\]

The function \(C\) obeys a first-order differential equation. Differentiation under the integral is allowed because the differentiated integrand is bounded by \(re^{-w^2r^2}\), which is integrable. One more integration by parts, with \(re^{-w^2r^2}\) integrated to \(-e^{-w^2r^2}/(2w^2)\), gives

\[
C'(q)=-\int_0^\infty r\sin(qr)\,e^{-w^2r^2}dr
=-\frac{q}{2w^2}\,C(q).
\tag{13}
\]

The boundary term vanishes at zero because of the sine and at infinity because of the Gaussian. With the starting value \(C(0)=\sqrt\pi/(2w)\), the solution is

\[
C(q)=\frac{\sqrt\pi}{2w}\,e^{-q^2/4w^2}.
\tag{14}
\]

In (12) the prefactor \(2w/\sqrt\pi\) cancels the prefactor of (14). Multiplication by \(4\pi/q\) gives the transform,

\[
F(q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4w^2}\right),\qquad q>0 .
\tag{15}
\]

### How the divergence disappears

Set \(x=q^2/(4w^2)\), so that \(4\pi/q^2=\pi/(w^2x)\). Since \((1-e^{-x})/x\) is the integral of \(e^{-xt}\) over \(t\) from 0 to 1, equation (15) can be written without a denominator:

\[
F(q)=\frac{\pi}{w^2}\int_0^1e^{-q^2t/4w^2}\,dt .
\tag{16}
\]

This form holds at \(q=0\) as well, where it returns (7). It shows that \(F\) is positive and decreases steadily with \(q\), so its largest value is \(\pi/w^2\). Expanding the exponential and integrating term by term gives

\[
F(q)=\frac{\pi}{w^2}-\frac{\pi q^2}{8w^4}+O(q^4).
\tag{17}
\]

For \(w=0.11\) bohr\(^{-1}\) the coefficient of \(q^2\) is \(-2682\) hartree bohr\(^5\). At \(q=0.01\) bohr\(^{-1}\) the first two terms give \(259.636-0.268=259.368\) hartree bohr\(^3\), which agrees with the full formula to the digits shown.

For \(q\) much larger than \(2w\) the exponential is negligible and \(F\) approaches \(4\pi/q^2\). The scale that separates the two regimes is \(q=2w\), where \(x=1\) and \(F\) is the fraction \(1-e^{-1}=0.632\) of the bare value. Equation (15) gives the following values for \(w=0.11\) bohr\(^{-1}\), with \(q\) in bohr\(^{-1}\) and the transforms in hartree bohr\(^3\).

| \(q\) | \(F(q)\) | \(4\pi/q^2\) | ratio |
|---|---|---|---|
| 0.01 | 259.37 | 125664 | 0.0021 |
| 0.05 | 253.04 | 5026.5 | 0.0503 |
| 0.11 | 229.72 | 1038.5 | 0.2212 |
| 0.22 | 164.12 | 259.64 | 0.6321 |
| 0.50 | 49.978 | 50.265 | 0.9943 |
| 1.00 | 12.566 | 12.566 | 1.0000 |

The physical reason for the finite limit appears when \(v\) is read as an electrostatic potential. Poisson's equation, \(\nabla^2v=-4\pi n\), becomes \(q^2F(q)=4\pi\,n(q)\) in reciprocal space. By (15) the source is

\[
n(q)=1-e^{-q^2/4w^2}.
\tag{18}
\]

The first term is a unit point charge. The second can be identified from the transform of a normalized Gaussian with exponent \(\beta\). That transform factorizes into three Cartesian integrals, each of which is twice (14) with \(w^2\) replaced by \(\beta\), multiplied by \(\sqrt{\beta/\pi}\). Hence

\[
\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\left(\frac{\beta}{\pi}\right)^{3/2}e^{-\beta r^2}=e^{-q^2/4\beta}.
\tag{19}
\]

With \(\beta=w^2\), the source (18) is a point charge surrounded by a Gaussian cloud of opposite unit charge. The total charge is zero and the cloud is spherical about the point charge, so there is no dipole either. Hence \(n(q)\) starts at order \(q^2\) and cancels the \(1/q^2\) of the Coulomb law. What remains at \(q=0\) measures the extent of the cloud, which is why \(F(0)\) grows as \(1/w^2\) when the screening is weakened.

### The long-range remainder

The part removed from the bare interaction is \(\operatorname{erf}(wr)/r\), with \(\operatorname{erf}=1-\operatorname{erfc}\). It falls off as \(1/r\), so its Fourier integral does not converge absolutely and needs a definition. Multiply by \(e^{-\mu r}\) with \(\mu>0\), and let \(\mu\to0\) at the end. For the bare kernel, the steps that led to (11) give

\[
\frac{4\pi}{q}\int_0^\infty\sin(qr)\,e^{-\mu r}dr
=\frac{4\pi}{q}\,\operatorname{Im}\frac{1}{\mu-iq}
=\frac{4\pi}{q^2+\mu^2},
\tag{20}
\]

which tends to \(4\pi/q^2\) for fixed \(q>0\). The damped transform of \(v\) tends to \(F(q)\), again by dominated convergence. The difference of the two limits is

\[
F_{\rm LR}(q)=\frac{4\pi}{q^2}\,e^{-q^2/4w^2},\qquad q>0 .
\tag{21}
\]

The long-range part carries the whole \(1/q^2\) divergence, and \(F\) carries none of it. Equation (20) also shows that the finite limit depends on the form of the screening: a Yukawa kernel \(e^{-\mu r}/r\) has the value \(4\pi/\mu^2\) at \(q=0\), not \(\pi/\mu^2\). The result (7) belongs to the complementary error function and to three dimensions.

## The zero-wavevector term in a periodic cell

### From the kernel to an exchange energy

The short-range kernel is \(v(r)=\operatorname{erfc}(wr)/r\), with screening parameter \(w\). Its transform \(F(q)\) is given by (15) for \(q>0\), and \(F(0)=\pi/w^2\) by (7). The bare kernel \(1/r\) has the transform \(4\pi/q^2\), which diverges at \(q=0\). The Gaussian transform (19) and the cosine integral (14) are also used below.

A periodic calculation samples \(F\) at discrete wavevectors, and zero is normally among them. A single electron in a cube of side \(L\) and volume \(V=L^3\) shows what this term does. Let the isolated electron have the density

\[
\rho(r)=\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha r^2},
\tag{22}
\]

with its orbital equal to \(\sqrt\rho\). For one occupied orbital the exchange energy with kernel \(v\) is

\[
E=-\frac12J,\qquad
J=\int d^3r\int d^3r'\,\rho(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,\rho(\mathbf r') .
\tag{23}
\]

This is the exchange energy before any mixing fraction. HSE06 multiplies the short-range exchange of the orbitals by one quarter.

In the periodic cell the density is repeated at every lattice vector \(\mathbf R\). It becomes \(\rho_L(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)\), and the orbital is taken as \(\sqrt{\rho_L}\), which is periodic. The electron also interacts through the repeated kernel \(v_L(\mathbf r)=\sum_{\mathbf R}v(|\mathbf r-\mathbf R|)\), a sum that converges because of (4). The quantity that replaces \(J\) is

\[
J_L=\int_V d^3r\int_V d^3r'\,\rho_L(\mathbf r)\,v_L(\mathbf r-\mathbf r')\,\rho_L(\mathbf r') .
\tag{24}
\]

Let \(\mathbf G\) be the reciprocal lattice vectors, \(2\pi/L\) times vectors of integers. The Fourier coefficient of a repeated function is an integral over one cell of a sum over all cells, and this is a single integral over all space. The coefficients of \(v_L\) and \(\rho_L\) are therefore \(F(G)/V\) and \(\rho(G)/V\), where \(\rho(G)=e^{-G^2/4\alpha}\) by (19). In (24) each cell integral gives a factor \(V\) and forces the wavevectors to match. The three factors \(1/V\) and the two factors \(V\) leave

\[
J_L=\frac1V\sum_{\mathbf G}F(G)\,e^{-AG^2},\qquad A=\frac{1}{2\alpha}.
\tag{25}
\]

The term \(\mathbf G=0\) equals \(F(0)/V=\pi/(w^2L^3)\).

The exchange energy of a crystal with a cubic cell of side \(a\) and an \(N\times N\times N\) mesh of wavevectors samples \(F\) at the same kind of points, with weights set by the orbitals of the crystal. Differences between mesh points, with reciprocal lattice vectors of the small cell added, are the reciprocal lattice vectors of a cube of side \(L=Na\). The length \(L\) below thus also measures the density of a mesh. The rates of convergence found below belong to the Gaussian density, however, and do not carry over to a crystal, where the decay of the density matrix also enters. In a metal the convergence is much slower: for a uniform electron gas with \(r_s=4\) bohr and closed shells of plane waves, the relative error of the short-range exchange with the \(\mathbf G=0\) term kept is about \(3\times10^{-3}\) at \(L=40\) bohr and \(2\times10^{-4}\) at \(L=110\) bohr, and it varies irregularly with the filling.

### The error as a sum over images

Equation (24) can be evaluated in real space too. Unfolding the two cell integrals in the same way gives one sum over lattice vectors,

\[
J_L=\sum_{\mathbf R}U(R),\qquad
U(R)=\int d^3r\int d^3r'\,\rho(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,\rho(\mathbf r'-\mathbf R),
\tag{26}
\]

where \(U(R)\) is the interaction of the density with a copy of itself displaced by \(\mathbf R\). The term \(\mathbf R=0\) is the isolated value \(J\). The finite-size error is the sum of all the others.

To find \(U\), transform to reciprocal space. The product of \(F\) with the Gaussian \(e^{-Aq^2}\) is a difference of two similar terms:

\[
F(q)\,e^{-Aq^2}=\frac{4\pi}{q^2}\left(e^{-Aq^2}-e^{-Bq^2}\right),\qquad
B=A+\frac{1}{4w^2}.
\tag{27}
\]

The inverse transform in (8) has the prefactor \(1/(8\pi^3)\). The angular integral gives \(4\pi\sin(qR)/(qR)\), and the \(q^2\) of the volume element cancels the denominator in (27). Together these give

\[
U(R)=\frac2\pi\int_0^\infty\frac{\sin(qR)}{qR}\left(e^{-Aq^2}-e^{-Bq^2}\right)dq .
\tag{28}
\]

Consider the first term multiplied by \(R\), and differentiate it with respect to \(R\). The denominator \(q\) disappears, and (14) applies with \(w^2\) replaced by \(A\) and the roles of \(q\) and \(r\) exchanged:

\[
\frac2\pi\int_0^\infty\cos(qR)\,e^{-Aq^2}dq=\frac{e^{-R^2/4A}}{\sqrt{\pi A}} .
\tag{29}
\]

The undifferentiated quantity is zero at \(R=0\). Integrating (29) from 0 to \(R\), with the substitution \(t=s/(2\sqrt A)\) for the integration variable \(s\), gives \(\operatorname{erf}(R/2\sqrt A)\). The second term is the same with \(B\) in place of \(A\). Hence

\[
U(R)=\frac1R\left[\operatorname{erfc}\!\left(\frac{R}{2\sqrt B}\right)-\operatorname{erfc}\!\left(\frac{R}{2\sqrt A}\right)\right].
\tag{30}
\]

At \(R=0\) the ratio \(\sin(qR)/(qR)\) in (28) equals one, and the Gaussian integrals give the isolated value

\[
J=\frac{1}{\sqrt{\pi A}}-\frac{1}{\sqrt{\pi B}} .
\tag{31}
\]

The first term, written \(J_0\) below, is the result for the bare kernel. The second is the part removed by screening.

Since \(B>A\), every \(U(R)\) is positive, and \(J_L\) with its \(\mathbf G=0\) term lies above \(J\). The electron gains spurious exchange with its own copies. By (4) and (30),

\[
0<U(R)<\frac{2\sqrt B}{\sqrt\pi\,R^2}\,e^{-R^2/4B}.
\tag{32}
\]

The six nearest images, at \(R=L\), dominate for large \(L\), because the next shell has \(R^2=2L^2\). For the Gaussian density (22) the error therefore falls off as a Gaussian in \(L\), with the length \(2\sqrt B=\sqrt{4A+1/w^2}\). This length combines the range of the kernel with the size of the density. A density with an exponential tail gives an error that decays only exponentially once \(L\) is large enough.

If the \(\mathbf G=0\) term is left out of (25), the error becomes

\[
\left(J_L-\frac{\pi}{w^2L^3}\right)-J=\sum_{\mathbf R\ne0}U(R)-\frac{\pi}{w^2L^3}.
\tag{33}
\]

The fast convergence is lost, and an error proportional to \(1/L^3\) takes its place.

### Numbers for one density

Take \(\alpha=0.5\) bohr\(^{-2}\) and \(w=0.11\) bohr\(^{-1}\). Then \(A=1/(2\times0.5)=1\) bohr\(^2\), and \(B=1+1/(4\times0.0121)=21.661\) bohr\(^2\). Equation (31) gives

\[
J=0.56419-0.12122=0.44297\ \text{hartree},
\]

and the exchange energy \(-J/2\) is \(-0.22148\) hartree. The density is a model and represents no particular material.

The sum (25) was carried out directly, with each Cartesian component of \(\mathbf G\) extending to at least 6.5 bohr\(^{-1}\), where the Gaussian factor is negligible. The table gives \(L\) in bohr and the errors relative to \(J\) in hartree, with the \(\mathbf G=0\) term kept and dropped.

| \(L\) | \(\pi/(w^2L^3)\) | error, kept | error, dropped |
|---|---|---|---|
| 10 | 0.25964 | \(1.10\times10^{-1}\) | \(-0.14998\) |
| 20 | 0.03245 | \(7.20\times10^{-4}\) | \(-0.03173\) |
| 30 | 0.00962 | \(1.03\times10^{-6}\) | \(-0.00962\) |
| 40 | 0.00406 | \(1.83\times10^{-10}\) | \(-0.00406\) |

At \(L=20\) bohr the \(\mathbf G=0\) term is \(259.636/8000=0.03245\) hartree. Subtracting it from the image error 0.00072 gives \(-0.03173\), as (33) requires. From \(L=20\) to \(L=30\) bohr the kept error falls by a factor \(1.4\times10^{-3}\). The right-hand side of (32) at \(R=L\) falls by \((20/30)^2e^{-500/(4\times21.661)}\), which is also \(1.4\times10^{-3}\).

The smallest box shows the limit of this advantage. With \(L=10\) bohr, close to \(2\sqrt B=9.3\) bohr, the kept error is 25% of \(J\). The \(\mathbf G=0\) term is correct for the periodic problem, but the periodic problem is still far from the isolated one. Fast convergence sets in when \(L\) is well above \(2\sqrt B\). In smaller boxes a modified weight for this term comes closer to the isolated value: subtracting the images of the kernel, \(\sum_{\mathbf R\ne0}\operatorname{erfc}(wR)/R\), from \(\pi/(w^2L^3)\) lowers the error at \(L=10\) bohr from 0.110 to 0.0097 hartree.

For the same reason the limits \(w\to0\) and \(L\to\infty\) cannot be exchanged. At fixed \(L\) the term \(\pi/(w^2L^3)\) grows without bound as \(w\to0\), whereas \(J\) tends to the finite value \(J_0\). Keeping the finite \(F(0)\) gives an accurate isolated value only when \(L\) is well above \(2\sqrt B\), which is always larger than the screening length \(1/w\).

### The bare kernel without its zero-wavevector term

For the bare kernel the \(\mathbf G=0\) term is infinite. Suppose that it is dropped and nothing is put in its place:

\[
K_L=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\,e^{-AG^2},\qquad
J_0=\frac{1}{\sqrt{\pi A}} .
\tag{34}
\]

The error \(K_L-J_0\) can be found from the short-range results. Split \(4\pi/G^2\) into (15) and (21), with an auxiliary parameter \(\kappa\) in place of \(w\), and let \(B_\kappa=A+1/(4\kappa^2)\). The short-range part follows from (25), (26) and (31), with the \(\mathbf G=0\) term \(\pi/(\kappa^2V)\) removed. The long-range part keeps the factor \(e^{-B_\kappa G^2}\). Thus

\[
K_L-J_0=-\frac{1}{\sqrt{\pi B_\kappa}}+\sum_{\mathbf R\ne0}U_\kappa(R)
-\frac{\pi}{\kappa^2L^3}+\frac{1}{L^3}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\,e^{-B_\kappa G^2},
\tag{35}
\]

where \(U_\kappa\) is (30) with \(B_\kappa\) in place of \(B\). The left-hand side does not contain \(\kappa\), so \(\kappa\) may be chosen freely. Choose it so that \(B_\kappa=bL^2\), with a fixed number \(b\) and \(L\) large enough that \(bL^2>A\). Then \(\pi/\kappa^2=4\pi(bL^2-A)\). Write \(\mathbf R=L\mathbf n\) and \(\mathbf G=2\pi\mathbf m/L\), with vectors of integers \(\mathbf n\) and \(\mathbf m\) of lengths \(n\) and \(m\). Apart from the pieces that contain \(A\), every term in (35) is then a pure number divided by \(L\):

\[
K_L-J_0=-\frac{c}{L}+\frac{4\pi A}{L^3}
-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt A)}{R},
\tag{36}
\]

\[
c=\frac{1}{\sqrt{\pi b}}+4\pi b
-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(n/2\sqrt b)}{n}
-\sum_{\mathbf m\ne0}\frac{e^{-4\pi^2b\,m^2}}{\pi m^2}.
\tag{37}
\]

The constant \(c\) depends on the cubic shape of the cell, but not on \(L\) or on the density. The last sum in (36) is negligible once \(L\) is several times \(2\sqrt A\).

For \(A=1\) bohr\(^2\), direct summation of (34) gives errors of \(-0.27116\), \(-0.14029\), \(-0.09411\) and \(-0.07074\) hartree at \(L=10\), 20, 30 and 40 bohr. Multiplied by \(L\), they are \(-2.7116\), \(-2.8059\), \(-2.8233\) and \(-2.8294\) hartree bohr. The drift is the second term of (36). At \(L=10\) bohr that term contributes \(4\pi/100=0.1257\) to the product, so \(c=2.7116+0.1257=2.837\). At \(L=40\) bohr the same step gives \(2.8294+0.0079=2.837\).

At \(L=40\) bohr the uncorrected bare sum is still 12.5% below its isolated value of 0.56419 hartree. The short-range sum without its \(\mathbf G=0\) term is 0.9% below its own isolated value, and with that term the relative error is about \(4\times10^{-10}\). The slow convergence of the bare sum comes from dropping the divergent term without compensation. For this cubic cell, adding \(c/L\) to \(K_L\) would remove the leading error.

### Effect on orbital energies

The \(\mathbf G=0\) term also acts on the orbital energies. Let several orbitals \(\phi_j\) of one spin be occupied in the cell, with wavevector zero and orthonormal over \(V\). The exchange operator applied to an orbital \(\phi\) is

\[
(X\phi)(\mathbf r)=-\sum_j\phi_j(\mathbf r)\int_Vd^3r'\,\phi_j^*(\mathbf r')\,v_L(\mathbf r-\mathbf r')\,\phi(\mathbf r').
\tag{38}
\]

The \(\mathbf G=0\) part of \(v_L\) is the constant \(F(0)/V\). It comes out of the integral and leaves the overlap of \(\phi_j\) with \(\phi\):

\[
(X_0\phi)(\mathbf r)=-\frac{\pi}{w^2V}\sum_j\phi_j(\mathbf r)\int_Vd^3r'\,\phi_j^*(\mathbf r')\,\phi(\mathbf r').
\tag{39}
\]

If \(\phi\) is occupied, orthonormality returns \(-\pi/(w^2V)\) times \(\phi\). If \(\phi\) is empty and orthogonal to the occupied orbitals, the result is zero. The term thus lowers the occupied levels by a common amount and leaves the empty ones in place. Dropping it narrows the gap between them by \(\pi/(w^2V)\) times the mixing fraction. With the fraction one quarter and \(L=20\) bohr, this is \(0.03245/4=0.0081\) hartree.

The shift does not alter the orbitals, since (39) is a multiple of the projector onto the occupied space. An error in it would therefore leave the density unchanged at fixed occupations and would appear in the total energy and in the gap. The value of \(w\) must also be in the right unit. Because \(F(0)\) varies as \(1/w^2\), a number given in Å\(^{-1}\) but read as bohr\(^{-1}\) changes this term by the square of the ratio of the two units.
